# The root law for s–p mixing and parity violation in heavy radicals, part 2

A diatomic radical has one unpaired $\sigma$ electron near a nucleus of charge $Z$. Its isotropic and dipolar hyperfine couplings, $A$ and $A_d$, are used to infer parity-violating interactions. The opening example states that, for $Z=56$, $A=10^{-5}$ eV and $A_d=10^{-7}$ eV, making $A_d$ four times larger at fixed $A$ raises the field on an electron dipole moment by 2.005.

The algebra uses atomic units, $\alpha=1/c$ and electron charge $-1$. The nuclear spin $\mathbf I$ has moment $g\mu_N\mathbf I$, with $g>0$. The axis is $\mathbf n_0=\hat z$, and $\mathbf n=\mathbf r/r$. The Kramers doublet has effective spin $S'_a=\sigma_a/2$.

The s and $p_\sigma$ waves have outer envelope amplitudes $a_s$ and $a_p$; $p_{1/2}$ and $p_{3/2}$ share $a_p$ (pure-$p_\sigma$ assumption). The s spinor is $\chi$, and the $p_{1/2}$ angular part is $v=\sigma\!\cdot\!\mathbf n\,\sigma_z\chi/\sqrt3$. Angle brackets average over directions.

For angular spinor $U$, the wave has upper part $PU/r$ and lower part $-iQ\,\sigma\!\cdot\!\mathbf n\,U/r$. At zero energy in $V=-Z/r$, with $a=a_s$ or $a_p$,

$$Q=s_\kappa a\alpha\sqrt{\frac Z2}J_{2\gamma_\kappa},\qquad P=\frac{s_\kappa a}{\sqrt{2Z}}\left[\kappa J_{2\gamma_\kappa}-\frac x2J'_{2\gamma_\kappa}\right].$$

Here $x=\sqrt{8Zr}$, $s_\kappa={\rm sgn}\,\kappa$, and $\kappa=-1,+1,-2$ for $s_{1/2},p_{1/2},p_{3/2}$. Also $\gamma_\kappa=\sqrt{\kappa^2-\alpha^2Z^2}$, labelled by $|\kappa|$, with $\gamma=\gamma_1$ and $G=\gamma(4\gamma^2-1)$.

The radial hyperfine integrals are

$$h=8s_1s_2(\kappa_1+\kappa_2-1)W_2,\qquad W_2=\int_0^\infty J_{2\gamma_{\kappa_1}}J_{2\gamma_{\kappa_2}}x^{-3}dx,$$

$$h_s=-\frac3G,\quad h_{11}=\frac1G,\quad h_{33}=-\frac{5}{\gamma_2(4\gamma_2^2-1)},$$

$$h_{13}=-\frac{\sin[\pi(\gamma_2-\gamma_1)]}{3\pi\alpha^2Z^2}.$$

Subscripts 1 and 3 denote $p_{1/2}$ and $p_{3/2}$. The couplings are

$$A=2g\mu_N\alpha^2Z(k_sa_s^2+k_ia_p^2),\qquad A_d=2g\mu_N\alpha^2Z\,k_da_p^2,$$

$$k_s=\frac2G,\qquad k_i=-\frac2{27}(h_{11}+4h_{33}+4h_{13}),$$

$$k_d=\frac2{135}(10h_{11}+4h_{33}-5h_{13}).$$

With $\rho=k_i/k_d$, the root law is

$$\boxed{|a_sa_p|=\frac{\sqrt{(A-\rho A_d)A_d}}{2|g\mu_N|\alpha^2Z\sqrt{k_sk_d}}}$$

It leaves the relative sign of $a_s$ and $a_p$ undetermined.

### The electron electric dipole moment

An electron dipole moment $d_e$ in an electric field $\boldsymbol{\mathcal E}$ has the Dirac interaction $-d_e\beta\,\boldsymbol\Sigma\cdot\boldsymbol{\mathcal E}$. Split it as

$$-d_e\beta\,\boldsymbol\Sigma\cdot\boldsymbol{\mathcal E}=-d_e\boldsymbol\Sigma\cdot\boldsymbol{\mathcal E}+d_e(1-\beta)\boldsymbol\Sigma\cdot\boldsymbol{\mathcal E}.$$

For an electron in a local electrostatic mean field, $\boldsymbol{\mathcal E}=\nabla V$ and $\boldsymbol\Sigma\cdot\nabla V=[\boldsymbol\Sigma\cdot\nabla,H_0]$. The matrix element of this commutator vanishes between bound states of equal energy. What remains is

$$H_d=2d_e\begin{pmatrix}0&0\\0&\boldsymbol\sigma\cdot\boldsymbol{\mathcal E}\end{pmatrix}.$$

Near the nucleus take $\boldsymbol{\mathcal E}=Z\mathbf n/r^2$. The operator is a rotational scalar of odd parity, so s couples to $p_{1/2}$ and not to $p_{3/2}$. The factors $\sigma\!\cdot\!\mathbf n$ in the lower components leave the angular element

$$\left\langle\chi^\dagger\sigma\!\cdot\!\mathbf n\,v\right\rangle=\frac1{\sqrt3}\chi^\dagger\sigma_z\chi.$$

For the radial part, $s_{-1}s_{1}=-1$, and the Bessel integral found above is $\int J_{2\gamma}^2x^{-3}dx=1/(8G)$. Hence

$$\int_0^\infty\frac{Q_sQ_p}{r^2}dr=-a_sa_p\,\frac{\alpha^2Z}{2}\,16Z\,\frac1{8G}=-\frac{\alpha^2Z^2}{G}a_sa_p.$$

The s–p element and its adjoint contribute equally. In the Kramers doublet,

$$H_d=-\frac{4}{\sqrt3}\,d_e\,\frac{\alpha^2Z^3}{G}\,a_sa_p\,\sigma_z.$$

Define the effective interaction as $W_dd_e\mathbf S'\cdot\mathbf n_0$. Since $S'_z=\sigma_z/2$,

$$W_d=-\frac8{\sqrt3}\frac{\alpha^2Z^3}{G}a_sa_p,\qquad |E_{\rm eff}|=\frac{|W_d|}{2}=\frac4{\sqrt3}\frac{\alpha^2Z^3}{G}|a_sa_p|.$$

The product of two small components gives $\alpha^2$. The field is linear in the s amplitude and linear in the p amplitude, so it inherits the root law.

### The nuclear-spin-dependent interaction

Let $\rho_N$ be the nuclear density, normalized to one, and $G_F$ the Fermi constant. Consider

$$H_a=\frac{G_F}{\sqrt2}\,k_a\,\boldsymbol\alpha\cdot\mathbf I\,\rho_N(r).$$

Between s and $p_{1/2}$, the upper–lower and lower–upper products give

$$\frac{i}{\sqrt3}\left[-P_sQ_p\boldsymbol\sigma+Q_sP_p\langle\sigma\!\cdot\!\mathbf n\,\boldsymbol\sigma\,\sigma\!\cdot\!\mathbf n\rangle\right]\sigma_z.$$

The average is $2\boldsymbol\sigma/3-\boldsymbol\sigma=-\boldsymbol\sigma/3$. The element is therefore

$$-\frac i{\sqrt3}M_a\boldsymbol\sigma\sigma_z,\qquad M_a=\int\left(P_sQ_p+\frac13Q_sP_p\right)\rho_N\,dr.$$

Adding the adjoint produces a commutator. Its components are

$$-\frac i{\sqrt3}M_a[\sigma_x,\sigma_z]=-\frac2{\sqrt3}M_a\sigma_y,\qquad -\frac i{\sqrt3}M_a[\sigma_y,\sigma_z]=\frac2{\sqrt3}M_a\sigma_x,$$

and zero along the axis. This is $(4/\sqrt3)M_a\,\mathbf n_0\times\mathbf S'$. The sign reversal of the $p_{1/2}$ part between Kramers partners has turned a spin vector into a cross product. The effective interaction is $W_ak_a(\mathbf n_0\times\mathbf S')\cdot\mathbf I$.

Inside the nucleus use the leading small-$r$ form, for which $(x/2)J'_{2\gamma}\approx\gamma J_{2\gamma}$. With unit amplitudes,

$$P_s\approx\frac{1+\gamma}{\sqrt{2Z}}J_{2\gamma},\quad Q_s=-\alpha\sqrt{\frac Z2}J_{2\gamma},\quad P_p\approx\frac{1-\gamma}{\sqrt{2Z}}J_{2\gamma},\quad Q_p=\alpha\sqrt{\frac Z2}J_{2\gamma}.$$

It follows that

$$P_sQ_p+\frac13Q_sP_p\approx\frac\alpha2\left[(1+\gamma)-\frac{1-\gamma}{3}\right]J_{2\gamma}^2=\alpha\frac{2\gamma+1}{3}J_{2\gamma}^2.$$

Define $C_N=\int J_{2\gamma}^2\rho_N\,dr$. For a uniform sphere of radius $R$, $\rho_N=3/(4\pi R^3)$ inside, and $J_{2\gamma}^2\approx(2Zr)^{2\gamma}/\Gamma(2\gamma+1)^2$. Integration gives

$$C_N=\frac{3(2ZR)^{2\gamma}}{4\pi R^2(2\gamma+1)\Gamma(2\gamma+1)^2},$$

$$W_a=\frac{G_F}{\sqrt2}\,\frac4{\sqrt3}\,\alpha\,\frac{2\gamma+1}{3}\,C_N\,a_sa_p.$$

Because $\boldsymbol\alpha$ is a vector, $p_{3/2}$ can also contribute, through the lower s component. Its upper function rises as $r^{\gamma_2}$ instead of $r^{\gamma}$, so this term is suppressed by the small nuclear radius and is dropped from the closed formula.

### The scalar–pseudoscalar interaction

Take the interaction $i(G_F/\sqrt2)Zk_S\gamma^0\gamma^5\rho_N$, with

$$\gamma^0\gamma^5=\begin{pmatrix}0&1\\-1&0\end{pmatrix},$$

and effective form $W_Sk_S\mathbf S'\cdot\mathbf n_0$. The factors of $i$ now cancel in both products, leaving

$$(P_sQ_p+Q_sP_p)\langle\chi^\dagger\sigma\!\cdot\!\mathbf n\,v\rangle=\frac{P_sQ_p+Q_sP_p}{\sqrt3}\chi^\dagger\sigma_z\chi.$$

At small $r$ the radial sum is $(\alpha/2)[(1+\gamma)-(1-\gamma)]J_{2\gamma}^2=\alpha\gamma J_{2\gamma}^2$. Adding the adjoint and using $\sigma_z=2S'_z$ gives

$$W_S=\frac{G_F}{\sqrt2}\,\frac4{\sqrt3}\,\alpha Z\gamma\,C_N\,a_sa_p.$$

All three constants now have the form of a nuclear factor times the same product $a_sa_p$. Their ratios in this model do not depend on the hyperfine constants. For example, $W_S/W_a=3Z\gamma/(2\gamma+1)$.

The reduction was tested by integrating complete four-component spinors over space with explicit Dirac matrices, for two sets of amplitudes at $Z=56$ and one at $Z=80$. The mixing product inferred from the integrated $A$ and $A_d$, and the resulting effective field, agreed with the direct values within a relative tolerance of $10^{-5}$. For $W_a$ and $W_S$ the tolerance was 2%, because the closed formulas keep the leading small-$r$ term.

### A worked model

Take $Z=56$, $g=0.6$, $R=5\times10^{-5}$ Å, $A=10^{-5}$ eV and $A_d=10^{-7}$ eV. These are chosen model parameters. The nuclear charge gives $\gamma=0.9127$, and the coupling factors are

$$k_s=0.9397,\quad k_i=-0.00860,\quad k_d=0.0524,\quad \rho=\frac{-0.00860}{0.0524}=-0.164.$$

The ratio of amplitudes needs no nuclear moment:

$$\frac{a_p}{a_s}=\sqrt{\frac{k_s}{k_d}\frac{A_d}{A-\rho A_d}}=\sqrt{\frac{0.9397}{0.0524}\times\frac{10^{-7}}{1.0016\times10^{-5}}}=0.423.$$

A ratio of couplings of one hundred thus does not mean a ratio of amplitudes of ten. The p wave has a much smaller hyperfine factor than the s wave. With the nuclear magneton inserted, $a_s=1.198$ Å$^{-1}$ and $a_p=0.507$ Å$^{-1}$, so

$$a_sa_p=1.198\times0.507=0.607\ \text{Å}^{-2}.$$

For the field, $\alpha^2Z^2=1-\gamma^2=0.167$ and $G=2/k_s=2.128$. The atomic unit of energy times length is 14.40 eV Å. Therefore

$$|E_{\rm eff}|=\frac4{\sqrt3}\times\frac{0.167\times56}{2.128}\times0.607\times14.40\approx89\ \text{eV}/(e\,\text{Å}),$$

or 8.9 GV/cm. The contact formulas give $|W_a|=9.2\times10^{-13}$ eV, or about 220 Hz, and $|W_S|=5.0\times10^{-11}$ eV, or about 12 kHz. Their ratio is

$$\frac{3\times56\times0.9127}{2\times0.9127+1}=54.3,$$

in agreement with the separate values.

The factor 2.005 of the opening can now be traced:

$$\frac{|E_{\rm eff}(4A_d)|}{|E_{\rm eff}(A_d)|}=2\sqrt{\frac{A-4\rho A_d}{A-\rho A_d}}=2\sqrt{\frac{1.00656}{1.00164}}=2.005.$$

The root of four supplies the two. The excess arises because $\rho$ is negative. The p wave lowers $A$, so holding $A$ fixed while the p wave grows requires a slightly larger s amplitude. At the original $A_d$, the plain root $\sqrt{AA_d}$ is 0.08% below the corrected root.

### Does the p composition matter?

A dipolar constant does not measure the $p_{1/2}$ amplitude alone. If the $p_{1/2}$ amplitude is multiplied by $\lambda$ while $p_{3/2}$ is unchanged, the bracket in $k_d$ becomes

$$10h_{11}\lambda^2+4h_{33}-5h_{13}\lambda.$$

In the example the three terms at $\lambda=1$ are 4.70, $-0.71$ and $-0.45$, with sum 3.54. The $p_{1/2}$ term dominates, but the others are not negligible.

For $\lambda=1.2$ the sum is 5.51. The amplitude inferred from $A_d$ rises by $\sqrt{5.51/3.54}=1.25$, while the true one rises by 1.20. The inferred field should then be about 4% too large. Direct integration gives an inferred-to-true ratio of 1.039. If $p_{3/2}$ is removed altogether, the corresponding estimate is $\sqrt{4.70/3.54}=1.15$, and direct integration also gives 1.15.

A decrease of the $p_{1/2}$ amplitude matters more. For $\lambda=0.8$ the sum is 1.94, and $\sqrt{1.94/3.54}/0.8=0.93$, so the inferred field is about 7% too small. In this example a 20% change of the $p_{1/2}$ amplitude thus biases the root law by several percent, and larger decreases do more harm. If the composition changes along a series of radicals, the proportionality factor changes with it.

### Which errors remain in the coefficient?

The derivation used zero-energy waves and an unscreened point nucleus. These approximations were examined by integrating the s and $p_{1/2}$ equations in a model potential. It contains a uniform nuclear sphere and a smooth screening that reduces the outer charge to one. Each parity-violating radial integral was divided by $\sqrt{|h_sh_{11}|}$, calculated in the same potential, so that the normalization of the waves cancels.

The integrals were taken from the nucleus out to 1 bohr. Within that range, changing the electron energy from $-3$ to $-8$ eV changed these ratios by at most 0.011%. The outer tail of the hyperfine integrals, where the energy matters more, is not included in this figure. Extending the integrals to 3 bohr raises it to 0.044% and lowers the ratios themselves by about 0.002. The weak dependence supports using one nuclear factor for valence orbitals of different energies. The factor itself is less accurate. Relative to the closed point-Coulomb values, the screened, finite-nucleus ratios were 0.92 for the dipole interaction, 0.89 for $W_a$ and 0.90 for $W_S$. The closed coefficients are thus about 10% too large by this measure. The last digit depends on the model potential: a screening length 12% longer raises each ratio by about 0.008. The comparison does not separate screening from nuclear size, and it does not include $p_{3/2}$.

Such a common change of coefficient leaves the leading root scaling intact. The small correction $\rho$ is not a common factor: for normalized bound $p_{1/2}$ and $p_{3/2}$ valence states of the same screened potential it is about $-0.2$ instead of $-0.164$, which turns the factor 2.005 of the opening into 2.006. Other omissions can break it:

- Core polarization adds to the hyperfine constants without following the valence product $a_sa_p$.
- A d wave adds its own dipolar term to $A_d$, so $A_d$ is then no longer a measure of $a_p^2$ alone. Its hyperfine coupling to the s wave vanishes in the zero-energy Coulomb model: the factor $\kappa_1+\kappa_2-1$ is zero for $s_{1/2}$ and $d_{3/2}$ ($\kappa=2$), and a vector operator cannot connect $s_{1/2}$ with $d_{5/2}$.
- The p and d waves can add their own parity-violating terms, which are not proportional to $a_sa_p$.

The law is therefore an inference from two measured couplings within a one-electron s–p model. Its numerical prefactor and its scaling have to be judged separately. The main values of the worked model and of the screening test are collected in the numerical output below.

## Calculated quantities

```
nuclear charge Z = 56 (dimensionless)
nuclear g factor = 0.600 (dimensionless)
nuclear radius = 5.000e-05 angstrom
isotropic coupling A = 1.0000e-05 eV
dipolar coupling A_d = 1.0000e-07 eV
gamma for j=1/2 = 0.912690 (dimensionless)
k_s = 0.939670 (dimensionless)
k_i = -0.008597 (dimensionless)
k_d = 0.052397 (dimensionless)
rho = -0.164082 (dimensionless)
s amplitude a_s = 1.198151 angstrom^-1
p amplitude a_p = 0.506978 angstrom^-1
mixing product = 0.607435 angstrom^-2
plain/corrected root = 0.999181 (dimensionless)
effective field = 88.7547 eV/(e angstrom)
effective field converted = 8.8755 GV/cm
|W_a| = 9.22926e-13 eV
|W_a| converted = 223.163 Hz
|W_S| = 5.00867e-11 eV
|W_S| converted = 12110.919 Hz
field ratio for 4 A_d = 2.004908 (dimensionless)
inferred/true field, p1/2 x 1.2 = 1.03897 (dimensionless)
inferred/true field, no p3/2 = 1.15000 (dimensionless)
screening-test energies = -3.0, -8.0 eV
largest coefficient change = 0.01138 percent
screened/closed EDM factor = 0.91970 (dimensionless)
screened/closed W_a factor = 0.88811 (dimensionless)
screened/closed W_S factor = 0.90430 (dimensionless)
```
